# Ham Reduction Factors in the Linear E-e Jahn-Teller Ground Doublet

A point defect with trigonal symmetry can have an orbitally degenerate level, and vibrations then change how strongly that level responds to spin-orbit coupling and to strain. The problem below finds how the two responses are related, and then applies the relation to numbers typical of a colour centre in diamond.

**Model and conventions.** Two real orbitals $|\theta\rangle,|\varepsilon\rangle$ couple to one degenerate pair of harmonic coordinates $Q_x,Q_y$. Coordinates and momenta are dimensionless, and

$$H=\hbar\omega\left[\tfrac12(P_x^2+P_y^2+Q_x^2+Q_y^2)+k(Q_x\sigma_z+Q_y\sigma_x)\right].$$

The Pauli matrices act on $(\theta,\varepsilon)$, with $\sigma_z|\theta\rangle=|\theta\rangle$ and $\sigma_y|\theta\rangle=i|\varepsilon\rangle$. For fixed coordinates with $\rho^2=Q_x^2+Q_y^2$, the coupling matrix has eigenvalues $\pm k\rho$. The lower energy sheet is $\hbar\omega(\rho^2/2-k\rho)$, with its minimum at $\rho=k$. The relaxation energy is therefore $E_{JT}=k^2\hbar\omega/2$, and $S=E_{JT}/\hbar\omega=k^2/2$ measures the coupling. Take $k\ge0$. Energies are in units of $\hbar\omega$ until part (f).

## (a) Which angular momentum is conserved, and what form do the eigenstates have?

**Solution.** Define $|\pm\rangle=(|\theta\rangle\pm i|\varepsilon\rangle)/\sqrt2$. Direct action of the matrices gives

$$\sigma_y|\pm\rangle=\pm|\pm\rangle,\quad \sigma_z|\pm\rangle=|\mp\rangle,\quad \sigma_x|+\rangle=i|-\rangle,\quad \sigma_x|-\rangle=-i|+\rangle.$$

With $Q_\pm=Q_x\pm iQ_y=\rho e^{\pm i\phi}$, the coupling becomes

$$k(Q_x\sigma_z+Q_y\sigma_x)=k\left(Q_+|-\rangle\langle+|+Q_-|+\rangle\langle-|\right).$$

Let $L=-i\partial_\phi$ be the vibrational angular momentum. The first term raises $L$ by 1 and lowers $\sigma_y/2$ by 1; the second does the reverse. The oscillator part conserves both. Hence

$$J=L+\tfrac12\sigma_y$$

is conserved. For $j=r+\tfrac12$, an eigenstate has the form

$$\Psi=f(\rho)e^{ir\phi}|+\rangle+g(\rho)e^{i(r+1)\phi}|-\rangle .$$

The radial equations are real, so $f$ and $g$ can be chosen real.

There is also a reflection $M$, which sends $Q_y\to-Q_y$ and $|\varepsilon\rangle\to-|\varepsilon\rangle$. Both $Q_y$ and $\sigma_x$ change sign, so $H$ is unchanged. Since $M$ exchanges $|+\rangle$ with $|-\rangle$ and reverses $\phi$, it reverses $J$. Levels with $j$ and $-j$ are therefore degenerate.

## (b) Which $j$ does the ground level have, and how degenerate is it?

**Solution.** By the reflection it suffices to take $r\ge0$. Absorb $2\pi$ into the normalization $\int(f^2+g^2)\rho\,d\rho=1$. The energy of a trial pair is

$$E_r[f,g]=\int_0^\infty\!\rho\,d\rho\left\{\tfrac12\left[f'^2+g'^2+\frac{r^2f^2+(r+1)^2g^2}{\rho^2}+\rho^2(f^2+g^2)\right]+2k\rho fg\right\}.$$

The coupling term is the same for every $r$. Insert the minimizing pair of sector $r+1$ into the functional of sector $r$. Its energy falls by

$$\tfrac12\int_0^\infty\rho\,d\rho\,\frac{(2r+1)f^2+(2r+3)g^2}{\rho^2}>0 .$$

The true minimum of sector $r$ is no higher than this trial energy. Thus the lowest energies increase strictly with $r$, and the ground level has $j=\pm\tfrac12$ at every coupling.

It remains to exclude a further degeneracy inside $j=\tfrac12$. Introduce circular quanta through $a_\pm=(a_x\mp ia_y)/\sqrt2$, so that $L=n_+-n_-$ and $Q_+=a_+^\dagger+a_-$. The allowed states are $|+;n_+=m,n_-=m\rangle$ with $N=2m$ quanta, and $|-;m+1,m\rangle$ with $N=2m+1$. Since

$$Q_+|m,m\rangle=\sqrt{m+1}\,|m+1,m\rangle+\sqrt m\,|m,m-1\rangle,$$

each state couples only to those with one quantum more or less. Call the amplitudes $c_N$. They obey

$$b_{N-1}c_{N-1}+(N+1-E)c_N+b_Nc_{N+1}=0,\qquad b_{2m}=b_{2m+1}=k\sqrt{m+1},$$

with $b_{-1}=0$. For $k\ne0$, $c_0$ fixes $c_1$, then $c_2$, and so on. If two independent solutions had the same energy, a combination with $c_0=0$ could be formed, and the recursion would make it vanish. Each energy in this sector is therefore simple, and every eigenstate has $c_0\ne0$. The ground level is a twofold vibronic doublet. At $k=0$ it is simply $|\pm\rangle$ times the oscillator ground state.

## (c) How do orbital operators act inside the doublet, and how are their reduction factors related?

**Solution.** The doublet consists of

$$\Psi_+=f|+\rangle+ge^{i\phi}|-\rangle,\qquad \Psi_-=M\Psi_+=f|-\rangle+ge^{-i\phi}|+\rangle .$$

Let $F=\int f^2\rho\,d\rho$ and $G=\int g^2\rho\,d\rho$, so $F+G=1$. Define $\tau_x,\tau_y,\tau_z$ to act on $\Psi_\pm$ as the $\sigma$ matrices act on $|\pm\rangle$. The Ham factors $p$ and $q$ are the ratios between the vibronic and bare orbital matrix elements:

$$\sigma_y\to p\,\tau_y,\qquad \sigma_z\to q\,\tau_z,\qquad \sigma_x\to q\,\tau_x .$$

Here $\sigma_y$ is the axial orbital moment, of species $A_2$, while $\sigma_z,\sigma_x$ form a pair of species $E$ and represent, for example, transverse strain.

For the moment, $|+\rangle$ counts $+1$ and $|-\rangle$ counts $-1$:

$$p=\langle\Psi_+|\sigma_y|\Psi_+\rangle=F-G .$$

The value in $\Psi_-$ is $-p$, and the off-diagonal element vanishes because $\sigma_y$ conserves $J$.

For the pair, first apply $\sigma_z$ to $\Psi_-$:

$$\sigma_z\Psi_-=f|+\rangle+ge^{-i\phi}|-\rangle .$$

Its overlap with $\Psi_+$ is

$$\langle\Psi_+|\sigma_z|\Psi_-\rangle=F+\int_0^\infty g^2\rho\,d\rho\int_0^{2\pi}\frac{d\phi}{2\pi}e^{-2i\phi}=F .$$

The diagonal elements contain $\int e^{\pm i\phi}d\phi=0$. For $\sigma_x$, the same calculation gives $-iF$, which is $F$ times the corresponding element of $\tau_x$. Thus one factor serves both members of the pair: $q=F$. Combining $F+G=1$ with $F-G=p$ gives $2F=1+p$, so

$$\boxed{q=\frac{1+p}{2}}$$

at every $k$. The coupling changes the radial functions and hence $F$, but not the angular integral that removes $G$ from $q$. Physically, the component with one unit of vibrational rotation subtracts from the orbital moment. It contributes nothing to a strain matrix element, because its vibrational parts in the two partners rotate oppositely and are orthogonal.

Diagonalization in the real orbitals, without imposing $J$, gives these values:

| $S$ | $p$ | $q$ |
|---:|---:|---:|
| 0.05 | 0.832863 | 0.916431 |
| 0.50 | 0.297017 | 0.648509 |
| 1.00 | 0.137212 | 0.568606 |
| 4.00 | 0.006630 | 0.503315 |

Across all six couplings in the numerical output, which run from 0.05 to 4, $|q-(1+p)/2|$ is below $10^{-8}$.

The proof used $|j|=\tfrac12$, not the lowest energy, so it also holds for excited doublets with $|j|=\tfrac12$. At $S=0.5$ the next such doublet has $p=0.37933$ and $q=0.68966$. For $|j|=\tfrac32$, the two angular factors in $\langle\Psi_+|\sigma_z|\Psi_-\rangle$ are $e^{-2i\phi}$ and $e^{-4i\phi}$. Both integrate to zero, giving $q=0$, although the first such doublet has $p=0.23580$. The relation fails there.

## (d) What happens at weak and strong coupling?

**Solution: weak coupling.** The chain of part (b) starts with energies 1 and 2 and coupling $b_0=k$. First-order perturbation theory gives $c_1/c_0=-k$. Hence $G=k^2+O(k^4)=2S+O(S^2)$, and

$$p=1-2G=1-4S+O(S^2),\qquad q=1-G=1-2S+O(S^2).$$

At $S=0.001$, the computed $p=0.996016$ compares with $1-4S=0.996000$.

**Solution: strong coupling.** Write $u_0=\sqrt\rho f$ and $u_1=\sqrt\rho g$. This removes the first derivative from the radial Laplacian and replaces $l^2/2\rho^2$ by $(l^2-\frac14)/2\rho^2$. The centrifugal terms are then $-1/8\rho^2$ for $u_0$ and $3/8\rho^2$ for $u_1$. Their mean is $1/8\rho^2$, and they differ from it by $\mp1/4\rho^2$.

Now set

$$u_0=\frac{a+b}{\sqrt2},\qquad u_1=\frac{b-a}{\sqrt2}.$$

The coupling energy $2k\rho u_0u_1$ becomes $k\rho(b^2-a^2)$, so $a$ belongs to the lower sheet and $b$ to the upper one. The centrifugal difference gives $(u_1^2-u_0^2)/4\rho^2=-2ab/4\rho^2$, which couples the sheets. With

$$h_a=-\tfrac12\frac{d^2}{d\rho^2}+\tfrac12\rho^2-k\rho+\frac1{8\rho^2},$$

the upper component obeys

$$(h_a-E+2k\rho)b=\frac{a}{4\rho^2},\qquad p=\int(u_0^2-u_1^2)d\rho=2\int ab\,d\rho .$$

For large $k$, $a$ is concentrated within a distance of order 1 from $\rho=k$, while the sheet separation is $2k\rho\approx2k^2$. To leading order,

$$b=Xa,\qquad X=\frac1{8k\rho^3}.$$

The neglected term is

$$(h_a-E)(Xa)=X(h_a-E)a-X'a'-\tfrac12X''a .$$

The equation for $a$ is $(h_a-E)a=b/4\rho^2$, so the first term is very small. The second is of order $k^{-5}$; division by $2k\rho$ gives a relative change in $b$ of order $k^{-3}$. The third is smaller still. Thus, through relative order $k^{-2}$,

$$p=\frac1{4k}\left\langle\rho^{-3}\right\rangle_a .$$

Put $\rho=k+x$. The lower well is $(x^2-k^2)/2$ plus the small term $1/8\rho^2$, which shifts $\langle x\rangle$ only at order $k^{-3}$. Its ground state has $\langle x^2\rangle=\frac12$ to the order required. Therefore

$$\langle\rho^{-3}\rangle_a=k^{-3}\left(1-\frac{3\langle x\rangle}{k}+\frac{6\langle x^2\rangle}{k^2}+\cdots\right)=k^{-3}\left(1+\frac3{k^2}+\cdots\right).$$

Substituting $k^2=2S$ gives

$$p\simeq\frac{1}{16S^2}\left(1+\frac{3}{2S}\right),\qquad q\simeq\frac12+\frac1{32S^2}\left(1+\frac3{2S}\right).$$

At $S=100$, $16S^2p=1.01525$, against 1.01500 from the bracket. These two terms are accurate only at large $S$: at $S=4$ they give 0.0054, while diagonalization gives 0.0066.

In this limit the electronic state on the lower sheet contains $|+\rangle$ and $|-\rangle$ equally. The orbital moment is quenched, but half of the strain response survives.

## (e) What replaces the relation for several modes or a warped surface?

**Solution.** Take several linearly coupled $e$ modes and let $L$ be their total angular momentum. Assume that the ground level remains a doublet with $|j|=\frac12$. Write $\Psi_+=|f\rangle|+\rangle+|g\rangle|-\rangle$, with $Lf=0$ and $Lg=g$. Let $R$ reverse every $Q_y$. Then

$$\Psi_-=|Rf\rangle|-\rangle+|Rg\rangle|+\rangle,\qquad q=\langle f|Rf\rangle+\langle g|Rg\rangle .$$

The last overlap vanishes because $g$ and $Rg$ have $L=1$ and $L=-1$. Split $f$ into parts even and odd under $R$, with weights $F_{\rm even}$ and $F_{\rm odd}$. Since $F=F_{\rm even}+F_{\rm odd}=(1+p)/2$,

$$q=F_{\rm even}-F_{\rm odd}=\frac{1+p}{2}-2F_{\rm odd}\le\frac{1+p}{2}.$$

For one mode, $L=0$ means that $f$ depends on $\rho$ alone, so $F_{\rm odd}=0$. A rotationally symmetric anharmonic potential preserves this argument for $|j|=\frac12$. Adding $0.02(Q_x^2+Q_y^2)^2$ at $k=1$, for example, changes $p$ to 0.36524 and $q$ to 0.68262, which still satisfy the original relation.

Two modes allow a dependence on $\sin(\phi_1-\phi_2)$, which is odd. Its origin is visible at second order in the couplings. Starting from $|+\rangle$ without quanta, creation of a positive quantum in mode $i$ and then a negative one in mode $j$ has amplitude

$$A_{ij}=\frac{(-k_i)(k_j\omega_j)}{-(\omega_i+\omega_j)}=\frac{k_ik_j\omega_j}{\omega_i+\omega_j}.$$

Reflection exchanges $A_{12}$ and $A_{21}$, so the odd weight is

$$F_{\rm odd}\simeq\tfrac12(A_{12}-A_{21})^2=\tfrac12k_1^2k_2^2\left(\frac{\omega_2-\omega_1}{\omega_1+\omega_2}\right)^2 .$$

This is a weak-coupling result. It shows that unequal frequencies break the one-mode relation.

Warping of one mode can be represented by

$$\eta\left[(Q_x^2-Q_y^2)\sigma_z-2Q_xQ_y\sigma_x\right]=\eta\left(Q_+^2|+\rangle\langle-|+Q_-^2|-\rangle\langle+|\right).$$

It changes $J$ by $\pm3$. In $\Psi_+$, $f$ now contains angular momenta that are multiples of 3, while those in $g$ leave remainder 1 on division by 3. Those in $Rg$ leave remainder 2, so $g$ and $Rg$ remain orthogonal. The corrected relation therefore survives while the ground level remains an $E$ doublet. For weak warping, unequal $l=3$ and $l=-3$ parts of $f$ supply nearly all of $F_{\rm odd}$.

## (f) Find the splittings for a defect with $\hbar\omega=80$ meV and $E_{JT}=40$ meV, and judge the neglected effects.

Take a bare spin-orbit constant $\lambda=0.80$ meV and a strain term $s\sigma_z$ with $s=0.15$ meV.

**Solution.** Here $S=40/80=0.5$ and $k=1$. The weights are $F=0.64851$ and $G=0.35149$, so

$$p=0.64851-0.35149=0.29702,\qquad q=0.64851 .$$

For a fixed spin projection, spin-orbit coupling is $\pm(\lambda/2)\sigma_y$. To first order in both perturbations, the Hamiltonian inside the doublet is

$$H_{\rm eff}=\pm\tfrac12p\lambda\,\tau_y+qs\,\tau_z .$$

Because $\tau_y$ and $\tau_z$ anticommute, its eigenvalues are $\pm\sqrt{(p\lambda/2)^2+(qs)^2}$. The splitting is

$$\Delta=\sqrt{(p\lambda)^2+(2qs)^2}.$$

The separate contributions are $p\lambda=0.29702\times0.80=0.2376$ meV and $2qs=2\times0.64851\times0.15=0.1946$ meV. Together,

$$\Delta=\sqrt{0.2376^2+0.1946^2}=0.3071\ \text{meV}\quad(74.3\ \text{GHz}).$$

Direct diagonalization with both perturbations also gives 0.30710 meV. Vibrations reduce the spin-orbit splitting to 30% of its bare value, but the strain splitting only to 65%.

**Comparison with a real centre.** These inputs are rough typical values for the ground orbital doublet of the negative silicon-vacancy centre in diamond, except for the strain, which is a chosen value. They were not obtained here from a first-principles calculation. The measured splitting at low strain is roughly 0.2 meV, the same size as the model's $p\lambda$. Given the rough inputs, this is a check of scale only. The real centre couples to many phonons, so the one-mode assumption is the first to question.

**Several modes.** Keep the total relaxation energy at 40 meV, but divide it equally between modes at 60 and 100 meV. Then $p=0.2810$ and $q=0.6380$. The value of $p$, and with it the spin-orbit splitting at fixed $\lambda$, falls by about 5%. The relation itself is violated by only $(1+p)/2-q=0.00255$, about 0.4% of $q$. In this example the relation therefore errs less for $q$ than the single 80 meV mode does for $p$. The second error depends on the frequency chosen for the single mode, so this comparison is not a general one.

**Warping.** The lower sheet is $\rho^2/2-\rho|k+\eta\rho e^{3i\phi}|$. Minimizing over $\rho$ where $\cos3\phi=\pm1$ gives $-k^2/[2(1\mp2\eta)]$. The barrier between equivalent minima is therefore

$$E_{JT}\left(\frac1{1-2\eta}-\frac1{1+2\eta}\right)=E_{JT}\frac{4\eta}{1-4\eta^2}.$$

A rough barrier of 3 meV requires $\eta=0.01872$. With $k$ and $\hbar\omega$ fixed, $p$ becomes 0.2961, and the relation is violated by only $2.2\times10^{-6}$.

**Temperature.** Without warping, the first excited vibronic doublet lies 48.9 meV above the ground doublet. Its population relative to the ground doublet is negligible at 4 K, but 0.15 at 300 K. That excited doublet has $|j|=\frac32$ and $q=0$. Without warping, a population-weighted average over the vibronic levels at 300 K therefore lowers $q$ from 0.649 to 0.555, but $p$ only from 0.297 to 0.289. The 3 meV warping barrier splits it into two singlets, at about 45.9 and 51.8 meV, and leaves their average population at 300 K, and the averaged $q$, close to the same values. A singlet carries no orbital moment, however, and the 5.9 meV separation of the two is far larger than the spin-orbit coupling between them, so with warping the averaged $p$ falls further, to about 0.25.

**Other electronic states.** Suppose that another orbital doublet 1.7 eV away were coupled to the ground doublet through a term of the same form and strength, $k(Q_x\sigma_z+Q_y\sigma_x)$ with $k=1$. For modes that do not themselves distort the ground doublet, creating one vibrational quantum would admix it with weight about $[80/(1700+80)]^2=0.002$. If the same modes also produce the Jahn-Teller distortion at $k=1$, the larger displacements roughly double this weight, to 0.004. For an orbital singlet coupled to $|\theta\rangle$ and $|\varepsilon\rangle$ through $kQ_x$ and $kQ_y$, both weights are about half as large. For the silicon-vacancy centre, the optically excited doublet near this energy has opposite inversion parity, so the even-parity modes considered here do not mix it in. The number is a scale for odd-parity modes of similar strength.

## Table of computed values

```
S = E_JT/(hbar omega); p, q from full diagonalization (no unit)
S=0.05  p=0.832863  q=0.916431  (1+p)/2=0.916431
S=0.25  p=0.485645  q=0.742822  (1+p)/2=0.742822
S=0.50  p=0.297017  q=0.648509  (1+p)/2=0.648509
S=1.00  p=0.137212  q=0.568606  (1+p)/2=0.568606
S=2.00  p=0.039547  q=0.519773  (1+p)/2=0.519773
S=4.00  p=0.006630  q=0.503315  (1+p)/2=0.503315
largest |q-(1+p)/2| below 1e-8: True
weak S=0.001: p=0.996016, 1-4S=0.996000
strong S=100: 16 S^2 p=1.01525, 1+3/(2S)=1.01500
Example inputs: rough values, SiV(-) regime in diamond
mode energy = 80.0 meV; E_JT = 40.0 meV
bare spin-orbit lambda = 0.80 meV; strain s = 0.15 meV
S = 0.500; k = 1.000 (no unit)
weights F = 0.64851, G = 0.35149; p = 0.29702, q = 0.64851
spin-orbit splitting: p lambda = 0.23761 meV, direct = 0.23761 meV
strain splitting: 2 q s = 0.19455 meV, direct = 0.19455 meV
both: formula = 0.30710 meV, direct = 0.30710 meV
both, direct = 74.26 GHz
excited |j|=1/2 doublet: p = 0.37933, q = 0.68966
first |j|=3/2 doublet: p = 0.23580, |q| below 1e-7: True
quartic coefficient 0.02 hbar omega: p = 0.36524, q = 0.68262
warping barrier = 3.000 meV; coefficient = 0.01872
warped: p = 0.29610, q = 0.64805, (1+p)/2-q = 2.231e-06
warped: 2 F_odd = 2.231e-06
two modes: 60 and 100 meV, E_JT 20 meV each
two modes: p = 0.2810, q = 0.6380, (1+p)/2-q = 0.00255
two modes: 2 F_odd = 0.00255
gap to first excited vibronic doublet = 48.871 meV
T = 4 K: kT = 0.345 meV, excited/ground population = 2.665e-62
T = 300 K: kT = 25.852 meV, excited/ground population = 1.510e-01
other electronic state at 1.7 eV (rough), equal coupling: weight ~ 2.02e-03
```
